# Relative rotation of the two methyl tops in dimethylzinc: a program that tests the result

```python
"""
Internal rotation of two identical methyl tops in dimethylzinc.

Result under test:
    H = (F0/2) K^2 + 2 F0 p^2 + V(gamma),   F0 = hbar^2 / (2 I)
phi1, phi2 : angles of the tops about the common C-Zn-C axis, same sense
gamma = phi1 - phi2 (relative angle), chi = (phi1 + phi2)/2 (common angle)
K, p  : momenta conjugate to chi and gamma, in units of hbar
I     : moment of inertia of one methyl top about the axis
V     : (V3/2)(1 + cos 3 gamma), gamma = 0 eclipsed
The relative constant 2 F0 is twice that of one top on a clamped frame.
K is an integer and p runs over K/2 + integer.
Lengths are in nm, masses in u, energies in meV.
"""
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, mp

# Inputs: round geometry, isotopic masses
ZN_C, C_H, ANGLE = 0.193, 0.109, np.radians(111.0)
TEMPERATURE = 300.0
BEND = np.radians(10.0)
u = const.atomic_mass
mass_h = (const.m_p + const.m_e) / u
mass_d = (const.physical_constants["deuteron mass"][0] + const.m_e) / u
mass_c, mass_zn = 12.0, 63.929
masses = np.array([mass_zn] + 2 * ([mass_c] + 3 * [mass_h]))
masses_mixed = np.array([mass_zn, mass_c] + 3 * [mass_h]
                        + [mass_c] + 3 * [mass_d])

MEV = 1e-3 * const.e
# hbar^2/2 in meV u nm^2
HALF_HBAR2 = const.hbar**2 / (2 * u * 1e-18) / MEV
HARTREE = const.physical_constants["Hartree energy"][0] / MEV
PER_CM = const.h * const.c * 100 / MEV     # one cm^-1 in meV
kT = const.k * TEMPERATURE / MEV


def geometry(phi1, phi2, bend=0.0):
    """Atoms Zn, C, 3 H, C, 3 H; the skeleton bends in the xz plane."""
    s, c = np.sin(bend / 2), np.cos(bend / 2)
    atoms = [np.zeros(3)]
    y_axis = np.array([0.0, 1.0, 0.0])
    for side, phi in ((1, phi1), (-1, phi2)):
        outward = np.array([s, 0.0, side * c])
        axis = side * outward              # both axes point towards +z
        x_axis = np.cross(y_axis, axis)
        carbon = ZN_C * outward
        atoms.append(carbon)
        for j in range(3):
            a = phi + 2 * np.pi * j / 3
            radial = np.cos(a) * x_axis + np.sin(a) * y_axis
            atoms.append(carbon - C_H * np.cos(ANGLE) * outward
                         + C_H * np.sin(ANGLE) * radial)
    return np.array(atoms)


def mass_matrix(motion, q, m):
    """Generalized masses from Cartesian displacements, centre removed."""
    q, h, tangents = np.array(q, float), 1e-4, []
    for i in range(len(q)):
        dq = np.zeros(len(q))
        dq[i] = h
        t = (motion(q + dq) - motion(q - dq)) / (2 * h)
        tangents.append(t - m @ t / m.sum())
    t = np.array(tangents)
    return np.einsum("a,iax,jax->ij", m, t, t)


def straight_motion(q):
    tilt_x, tilt_y, chi, gamma = q
    r = geometry(chi + gamma / 2, chi - gamma / 2)
    return Rotation.from_rotvec([tilt_x, tilt_y, 0.0]).apply(r)


def bent_relative_constant(bend):
    def motion(q):
        return Rotation.from_rotvec(q[:3]).apply(geometry(q[3], q[4], bend))
    inverse = np.linalg.inv(mass_matrix(motion, [0, 0, 0, 0.3, 0.8], masses))
    v = np.array([0, 0, 0, 1, -1])
    return HALF_HBAR2 * v @ inverse @ v


# Kinetic energy: formula against all nine atoms
inertia = 3 * mass_h * (C_H * np.sin(ANGLE))**2
F0 = HALF_HBAR2 / inertia
F = 2 * F0
M = mass_matrix(straight_motion, [0, 0, 0.4, 0.7], masses)
G = np.linalg.inv(M)
F_atoms = HALF_HBAR2 * G[3, 3]
common_atoms = HALF_HBAR2 * G[2, 2]

# One top turns while every other atom is clamped in space
h = 1e-4
t_one = (geometry(0.4 + h, 0.1) - geometry(0.4 - h, 0.1)) / (2 * h)
F_clamped = HALF_HBAR2 / np.sum(masses[:, None] * t_one**2)
assert abs(F_clamped / F0 - 1) < 1e-7
assert abs(F_atoms / F - 1) < 1e-7
assert abs(F_atoms / F_clamped - 2) < 1e-6
assert abs(common_atoms / (F0 / 2) - 1) < 1e-7
assert np.max(np.abs(G - np.diag(np.diag(G)))) < 1e-6 * G[3, 3]

# Unequal tops: inverse inertias add, and the simple factor two is lost
G_mixed = np.linalg.inv(
    mass_matrix(straight_motion, [0, 0, 0.4, 0.7], masses_mixed))
F_mixed = HALF_HBAR2 * G_mixed[3, 3]
F0_d = F0 * mass_h / mass_d
assert abs(F_mixed / (F0 + F0_d) - 1) < 1e-7
assert abs(F_mixed / F0 - 2) > 0.3

# Torsional potential from electronic structure
h_basis = [b for b in gto.basis.load("def2-svp", "H") if b[0] == 0]
basis = {"Zn": "def2-svp", "C": "def2-svp", "H": h_basis}
symbols = ["Zn"] + 2 * (["C"] + 3 * ["H"])


def electronic_energy(phi1, phi2, bend=0.0, correlated=False):
    r = 10 * geometry(phi1, phi2, bend)    # nm to angstrom
    mol = gto.M(atom=[(s, tuple(x)) for s, x in zip(symbols, r)],
                basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-9, 1e-6, 100
    e_hf = mf.kernel()
    assert mf.converged
    e_mp2 = None
    if correlated:
        # frozen: Zn 1s 2s 2p and both C 1s
        e_mp2 = (e_hf + mp.MP2(mf, frozen=7).kernel()[0]) * HARTREE
    return e_hf * HARTREE, e_mp2


sixty = np.pi / 3
e_ecl, e_ecl_mp2 = electronic_energy(0, 0, correlated=True)
e_stag, e_stag_mp2 = electronic_energy(sixty, 0, correlated=True)
e_mid, _ = electronic_energy(sixty / 2, 0)
V3 = e_ecl - e_stag
V3_mp2 = e_ecl_mp2 - e_stag_mp2
V6 = e_mid - (e_ecl + e_stag) / 2
assert abs(V6) < 0.2 * abs(V3)             # threefold term leads


# Spectrum: two-angle grid against the separated Hamiltonian
def grid_levels(n=21):
    phi = 2 * np.pi * np.arange(n) / n
    m = np.arange(-(n // 2), n // 2 + 1)
    diff = phi[:, None] - phi[None, :]
    p_squared = np.cos(diff[:, :, None] * m) @ m**2 / n
    one = np.eye(n)
    kinetic = F0 * (np.kron(p_squared, one) + np.kron(one, p_squared))
    potential = V3 / 2 * (1 + np.cos(3 * diff))
    return np.linalg.eigvalsh(kinetic + np.diag(potential.ravel()))


def relative_levels(K, constant, half_integers=True):
    shift = (K % 2) / 2 if half_integers else 0.0
    p = np.arange(-10, 11) + shift
    H = np.diag(constant * p**2 + V3 / 2)
    H += V3 / 4 * (np.eye(len(p), k=3) + np.eye(len(p), k=-3))
    return np.linalg.eigvalsh(H)


def separated_levels(constant, half_integers=True):
    return np.sort(np.concatenate(
        [F0 / 2 * K**2 + relative_levels(K, constant, half_integers)
         for K in range(-8, 9)]))


COUNT = 25
full = grid_levels()[:COUNT]
error_right = np.max(np.abs(full - separated_levels(F)[:COUNT]))
error_constant = np.max(np.abs(full - separated_levels(F0)[:COUNT]))
error_boundary = np.max(np.abs(full - separated_levels(F, False)[:COUNT]))
assert error_right < 1e-7
assert error_constant > 0.1 * F0
assert error_boundary > 0.1 * F0

# Direct splitting of p = +3/2 and -3/2; the remainder is third order
levels_even = relative_levels(0, F)
levels_odd = relative_levels(1, F)
splitting = levels_odd[3] - levels_odd[2]
coupling = abs(V3) / 4
gap = F * (4.5**2 - 1.5**2)
assert abs(splitting - abs(V3) / 2) < 4 * coupling**3 / gap**2 + 1e-9

# Bent skeleton: kinetic change, stiffness and orientation energy
I_perp = M[0, 0]
bend_formula = 2 * np.sin(BEND / 2)**2 * inertia / I_perp
bend_atoms = bent_relative_constant(BEND) / F - 1
assert abs(bend_atoms / bend_formula - 1) < 0.05   # higher powers of bend
e_bent_a, _ = electronic_energy(0, 0, BEND)
e_bent_b, _ = electronic_energy(sixty, sixty, BEND)
bend_energy = (e_bent_a + e_bent_b) / 2 - e_ecl
assert bend_energy > 0
stiffness = 2 * bend_energy / BEND**2
bend_rms = np.sqrt(2 * kT / stiffness)     # two bending directions
bend_thermal = bent_relative_constant(bend_rms) / F - 1

# Sensitivity of F to the chosen geometry
F_angle = F * (np.sin(ANGLE) / np.sin(ANGLE + np.radians(1)))**2
F_length = F * (C_H / (C_H + 0.001))**2


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Zn-C length", ZN_C, 3, "nm")
show("C-H length", C_H, 3, "nm")
show("Zn-C-H angle", np.degrees(ANGLE), 1, "deg")
show("H atom mass", mass_h, 6, "u")
show("H distance from axis", C_H * np.sin(ANGLE), 5, "nm")
show("I of one methyl top", inertia, 6, "u nm^2")
show("F0, one top on clamped frame", F0, 4, "meV")
show("F0 converted", F0 / PER_CM, 3, "cm^-1")
show("F = 2 F0, relative rotation", F, 4, "meV")
show("F converted", F / PER_CM, 3, "cm^-1")
show("F from nine moving atoms", F_atoms, 4, "meV")
show("ratio F/F0 from atoms", F_atoms / F_clamped, 6)
show("coefficient of K^2 from atoms", common_atoms, 4, "meV")
show("CH3/CD3 molecule, F/F0(CH3)", F_mixed / F0, 4)
show("HF V3 = E(eclipsed)-E(staggered)", V3, 4, "meV")
show("HF V3 converted", V3 / PER_CM, 3, "cm^-1")
print("HF lower form:", "staggered" if V3 > 0 else "eclipsed")
show("HF sixfold term V6", V6, 5, "meV")
show("MP2 V3, same geometry and basis", V3_mp2, 3, "meV")
print(f"levels compared, grid and separated: {COUNT}")
print(f"largest difference, correct H: {error_right:.1e} meV")
show("same, F0 in place of 2 F0", error_constant, 3, "meV")
show("same, integer p for every K", error_boundary, 3, "meV")
for i in range(5):
    show(f"K=0 relative level {i + 1}", levels_even[i], 4, "meV")
for i in range(4):
    show(f"K=1 relative level {i + 1}", levels_odd[i], 4, "meV")
show("K=1 splitting of |p|=3/2", splitting, 5, "meV")
show("|V3|/2", abs(V3) / 2, 5, "meV")
show("temperature", TEMPERATURE, 0, "K")
show("kT", kT, 2, "meV")
show("kT/|V3|", kT / abs(V3), 1)
show("F if angle is 1 deg larger", F_angle, 4, "meV")
show("F if C-H is 0.001 nm longer", F_length, 4, "meV")
show("end-over-end inertia", I_perp, 4, "u nm^2")
show("trial bend of skeleton", np.degrees(BEND), 1, "deg")
print(f"fractional rise of F, atoms: {bend_atoms:.3e}")
print(f"fractional rise of F, formula: {bend_formula:.3e}")
show("HF mean energy of trial bend", bend_energy, 2, "meV")
show("HF top-orientation energy, bent", e_bent_a - e_bent_b, 4, "meV")
show("classical rms bend at 300 K", np.degrees(bend_rms), 1, "deg")
print(f"fractional rise of F at rms bend: {bend_thermal:.3e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Zn-C length: 0.193 nm
C-H length: 0.109 nm
Zn-C-H angle: 111.0 deg
H atom mass: 1.007825 u
H distance from axis: 0.10176 nm
I of one methyl top: 0.031309 u nm^2
F0, one top on clamped frame: 0.6676 meV
F0 converted: 5.384 cm^-1
F = 2 F0, relative rotation: 1.3351 meV
F converted: 10.769 cm^-1
F from nine moving atoms: 1.3351 meV
ratio F/F0 from atoms: 2.000000
coefficient of K^2 from atoms: 0.3338 meV
CH3/CD3 molecule, F/F0(CH3): 1.5004
HF V3 = E(eclipsed)-E(staggered): -0.0252 meV
HF V3 converted: -0.203 cm^-1
HF lower form: eclipsed
HF sixfold term V6: -0.00010 meV
MP2 V3, same geometry and basis: -0.122 meV
levels compared, grid and separated: 25
largest difference, correct H: 1.7e-13 meV
same, F0 in place of 2 F0: 2.170 meV
same, integer p for every K: 1.001 meV
K=0 relative level 1: -0.0126 meV
K=0 relative level 2: 1.3225 meV
K=0 relative level 3: 1.3225 meV
K=0 relative level 4: 5.3280 meV
K=0 relative level 5: 5.3280 meV
K=1 relative level 1: 0.3212 meV
K=1 relative level 2: 0.3212 meV
K=1 relative level 3: 2.9852 meV
K=1 relative level 4: 2.9978 meV
K=1 splitting of |p|=3/2: 0.01260 meV
|V3|/2: 0.01260 meV
temperature: 300 K
kT: 25.85 meV
kT/|V3|: 1026.1
F if angle is 1 deg larger: 1.3536 meV
F if C-H is 0.001 nm longer: 1.3110 meV
end-over-end inertia: 1.2509 u nm^2
trial bend of skeleton: 10.0 deg
fractional rise of F, atoms: 3.831e-04
fractional rise of F, formula: 3.802e-04
HF mean energy of trial bend: 30.15 meV
HF top-orientation energy, bent: 0.0438 meV
classical rms bend at 300 K: 9.3 deg
fractional rise of F at rms bend: 3.283e-04
ALL CHECKS PASSED
```
